# The angular overlap matrix and energy levels of a d shell, part 1

(Sections cited here and not found follow in the second part.)

A metal ion at the origin has five d orbitals with a common radial function. A ligand lies along $\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta)$. On the unit sphere the angular parts, in the order used throughout, are

$$d_{z^2}=N\frac{2z^2-x^2-y^2}{2\sqrt3},\quad d_{yz}=Nyz,\quad d_{xz}=Nxz,$$
$$d_{xy}=Nxy,\quad d_{x^2-y^2}=N\frac{x^2-y^2}{2},\qquad N=\sqrt{\frac{15}{4\pi}}.$$

Rotations are active and right-handed, $\hbar=1$, and $R=R_z(\phi)R_y(\theta)R_z(\psi)$. The local orbitals are $d'_\lambda(\mathbf r)=d_\lambda(R^{-1}\mathbf r)$, and the angular overlap matrix $F$ is defined by $d'_\lambda=\sum_i d_iF_{i\lambda}$. Its columns are labelled $\sigma,\pi_y,\pi_x,\delta,\delta'$ for $z'^2,\ y'z',\ x'z',\ x'y',\ x'^2-y'^2$. The abbreviations $c=\cos2\theta$ and $s=\sin2\theta$ are used.

## (a) Show that the basis is orthonormal, that the local orbitals are tied to the metal–ligand axis, and that $F$ factorizes into rotations about single axes. Find the generators.

**Solution.** With $u=\cos\theta$, $\int z^4\,d\Omega=2\pi\int_{-1}^1u^4du=4\pi/5$, and likewise for $x^4$ and $y^4$. Integrating $1=(x^2+y^2+z^2)^2$ gives $4\pi=3\cdot\frac{4\pi}{5}+6I$ with $I=\int x^2y^2\,d\Omega$, so $I=4\pi/15=N^{-2}$. This normalizes $d_{xy}$, $d_{yz}$ and $d_{xz}$. For the other two,

$$\tfrac14\int(x^2-y^2)^2d\Omega=\tfrac14\,4\pi\left(\tfrac25-\tfrac2{15}\right)=\tfrac{4\pi}{15},$$
$$\tfrac1{12}\int(2z^2-x^2-y^2)^2d\Omega=\tfrac1{12}\,4\pi\left(\tfrac{4+1+1}{5}+\tfrac{-4-4+2}{15}\right)=\tfrac{4\pi}{15}.$$

Any product of two different functions that involves $d_{xy}$, $d_{yz}$ or $d_{xz}$ is odd in some coordinate and integrates to zero. The product $d_{z^2}d_{x^2-y^2}$ is odd under $x\leftrightarrow y$ and also integrates to zero. Hence $F_{i\lambda}=\langle d_i|d'_\lambda\rangle$. It is real because the functions are real, and orthogonal because a rotation preserves $d\Omega$ and so carries an orthonormal set into an orthonormal set.

Since $R^{-1}=R^{T}$, the components of $R^{-1}\mathbf r$ are the projections of $\mathbf r$ on the columns of $R$, which are the local axes $\mathbf x',\mathbf y',\mathbf z'$. The rotation $R_z(\psi)$ leaves $\mathbf e_z$ fixed, $R_y(\theta)$ takes it to $(\sin\theta,0,\cos\theta)$, and $R_z(\phi)$ takes this to $\mathbf n$. Thus $\mathbf z'=\mathbf n$. For $\psi=0$ the same steps give $\mathbf x'=(\cos\theta\cos\phi,\cos\theta\sin\phi,-\sin\theta)$, in the plane of $z$ and the ligand, and $\mathbf y'=(-\sin\phi,\cos\phi,0)$. The angle $\psi$ turns $\mathbf x'$ and $\mathbf y'$ about the bond.

Let $(T_Rf)(\mathbf r)=f(R^{-1}\mathbf r)$. Then $(T_{R_1}T_{R_2}f)(\mathbf r)=f(R_2^{-1}R_1^{-1}\mathbf r)=(T_{R_1R_2}f)(\mathbf r)$, and

$$T_{R_1}T_{R_2}d_\lambda=\sum_j (T_{R_1}d_j)F_{j\lambda}(R_2)=\sum_{i}d_i\,[F(R_1)F(R_2)]_{i\lambda}.$$

The matrices multiply in the order of the rotations:

$$F(\phi,\theta,\psi)=F_z(\phi)\,F_y(\theta)\,F_z(\psi).$$

For the generators, $R_y(\theta)^{-1}\mathbf r=(x\cos\theta-z\sin\theta,\ y,\ x\sin\theta+z\cos\theta)$. The chain rule at $\theta=0$ gives $\hat A=x\partial_z-z\partial_x$. Since $L_y=-i(z\partial_x-x\partial_z)$, this is $\hat A=-iL_y$. Because $T(\theta+\epsilon)=T(\epsilon)T(\theta)$, one has $dT/d\theta=\hat AT$ with $T(0)=1$, so $T=e^{\theta\hat A}$. In the same way $R_z(\phi)^{-1}\mathbf r=(x\cos\phi+y\sin\phi,\ -x\sin\phi+y\cos\phi,\ z)$ gives $\hat B=y\partial_x-x\partial_y=-iL_z$. Therefore $T_R=e^{-i\phi L_z}e^{-i\theta L_y}e^{-i\psi L_z}$.

## (b) Relate $F$ to the rotation matrix $D^{2}$ of the harmonics $Y_m\equiv Y_{2m}$, and find the matrices of $-iL_z$ and $-iL_y$ in the real basis.

**Solution.** The rotation matrix is defined by $T_RY_m=\sum_{m'}Y_{m'}D^2_{m'm}$. Since $L_zY_m=mY_m$, the outer factors of $T_R$ give phases:

$$D^2_{m'm}=e^{-im'\phi}\,d^2_{m'm}(\theta)\,e^{-im\psi},\qquad d^2_{m'm}(\theta)=\langle m'|e^{-i\theta L_y}|m\rangle .$$

With Condon–Shortley phases, $Y_0=d_{z^2}$, $Y_{\pm1}=\mp Nz(x\pm iy)/\sqrt2$ and $Y_{\pm2}=N(x\pm iy)^2/(2\sqrt2)$. Sums and differences give $Y_{-1}-Y_1=\sqrt2Nxz$, $Y_{-1}+Y_1=-i\sqrt2Nyz$, $Y_{-2}+Y_2=N(x^2-y^2)/\sqrt2$ and $Y_{-2}-Y_2=-i\sqrt2Nxy$, so

$$d_{xz}=\frac{Y_{-1}-Y_1}{\sqrt2},\qquad d_{yz}=\frac{i(Y_{-1}+Y_1)}{\sqrt2},$$
$$d_{x^2-y^2}=\frac{Y_{-2}+Y_2}{\sqrt2},\qquad d_{xy}=\frac{i(Y_{-2}-Y_2)}{\sqrt2}.$$

Write these as $d_i=\sum_mY_mU_{mi}$. The matrix $U$ is unitary, so $Y_{m'}=\sum_id_i(U^\dagger)_{im'}$. Then $T_Rd_\lambda=\sum_{m'm}Y_{m'}D^2_{m'm}U_{m\lambda}=\sum_id_i(U^\dagger D^2U)_{i\lambda}$, that is

$$F=U^\dagger D^2U .$$

The angular overlap matrix is the $l=2$ rotation matrix in the real basis, and the exponentials can be evaluated in either basis.

For rotations about $z$, $\hat BY_m=-imY_m$. Hence $\hat Bd_{z^2}=0$, $\hat Bd_{xz}=i(Y_{-1}+Y_1)/\sqrt2=d_{yz}$, $\hat Bd_{yz}=i(iY_{-1}-iY_1)/\sqrt2=-d_{xz}$, $\hat Bd_{x^2-y^2}=2i(Y_{-2}-Y_2)/\sqrt2=2d_{xy}$ and $\hat Bd_{xy}=i(2iY_{-2}+2iY_2)/\sqrt2=-2d_{x^2-y^2}$. On each pair $\hat B^2=-m^2$, so the series sums to $\cos m\phi+(\hat B/m)\sin m\phi$. Thus $F_z(\phi)$ leaves $d_{z^2}$ fixed and sends

$$d_{xz}\to d_{xz}\cos\phi+d_{yz}\sin\phi,\qquad d_{yz}\to -d_{xz}\sin\phi+d_{yz}\cos\phi,$$
$$d_{x^2-y^2}\to d_{x^2-y^2}\cos2\phi+d_{xy}\sin2\phi,$$
$$d_{xy}\to-d_{x^2-y^2}\sin2\phi+d_{xy}\cos2\phi .$$

For rotations about $y$, $L_y=(L_+-L_-)/2i$ gives $\hat A=(L_--L_+)/2$, and $L_\pm Y_m=\sqrt{6-m(m\pm1)}\,Y_{m\pm1}$. The square root equals $2$ between $|m|=2$ and $|m|=1$, and $\sqrt6$ between $|m|=1$ and $m=0$. Therefore

$$\hat AY_{\pm2}=\pm Y_{\pm1},\qquad \hat AY_{\pm1}=\pm\tfrac{\sqrt6}{2}Y_0\mp Y_{\pm2},\qquad \hat AY_0=\tfrac{\sqrt6}{2}(Y_{-1}-Y_1).$$

Inserting the real combinations,

$$\hat Ad_{z^2}=\tfrac{\sqrt6}{2}\sqrt2\,d_{xz}=\sqrt3\,d_{xz},$$
$$\hat Ad_{xz}=\frac{Y_{-2}+Y_2-\sqrt6\,Y_0}{\sqrt2}=d_{x^2-y^2}-\sqrt3\,d_{z^2},$$
$$\hat Ad_{x^2-y^2}=\frac{-Y_{-1}+Y_1}{\sqrt2}=-d_{xz},$$
$$\hat Ad_{yz}=\frac{i(Y_{-2}-Y_2)}{\sqrt2}=d_{xy},\qquad \hat Ad_{xy}=\frac{i(-Y_{-1}-Y_1)}{\sqrt2}=-d_{yz}.$$

The differential form $x\partial_z-z\partial_x$ gives the same signs with no phase convention. It turns $(2z^2-x^2-y^2)/(2\sqrt3)$ into $(4xz+2xz)/(2\sqrt3)=\sqrt3xz$; $xz$ into $x^2-z^2=\frac{x^2-y^2}{2}-\frac{2z^2-x^2-y^2}{2}$; $(x^2-y^2)/2$ into $-xz$; $yz$ into $xy$; and $xy$ into $-yz$.

The operator contains neither $y$ nor $\partial_y$, so it conserves parity under $y\to-y$. Its matrix splits into an even block on $(z^2,xz,x^2-y^2)$ and an odd block on $(yz,xy)$, each column listing the image of one basis function:

$$A_e=\begin{pmatrix}0&-\sqrt3&0\\ \sqrt3&0&-1\\0&1&0\end{pmatrix},\qquad A_o=\begin{pmatrix}0&-1\\1&0\end{pmatrix}.$$

## (c) Sum the exponential $F_y(\theta)=e^{\theta A}$. Find $F_{z^2,\sigma}$, explain which angles appear in it, and locate its zero.

Parts (a) and (b) have shown that $F$ factorizes into single-axis rotations and is the $l=2$ rotation matrix in the real basis, and have found $F_z(\phi)$ and the generator blocks $A_e$ and $A_o$. It remains to sum the exponential asked for in (c), write out the full matrix, and use it to find the ligand operator $V$ and the d levels of the octahedral, tetrahedral and $D_{2d}$ arrangements.
